# Ewald Summation of Inverse Sixth-Power Attraction in a Molecular Crystal: test program

```python
"""Ewald summation of the attraction -C_ij/r^6 between molecules of a crystal.

Result under test: the energy per cell, defined as a sum over all pairs of atoms
in different molecules (periodic images of a molecule count as different), equals
  real-space part + reciprocal part + self correction + intramolecular correction
for every splitting parameter alpha.
Symbols: cell = rows are lattice vectors; xyz = atom positions, molecules whole;
mol = molecule index; kind = species index (0 = centre A, 1 = ligand X);
c6 = species matrix of coefficients; s = cutoff parameter, with real cutoff
s/alpha and reciprocal cutoff 2*alpha*s. Internal units: hartree and bohr.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc, gammainc, gammaincc

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
NM = 1.0 / BOHR_NM                      # one nanometre in bohr

# Round model inputs
A_NM, B_NM, C_NM, BETA_DEG = 0.68, 0.70, 0.67, 95.0
BOND_NM, TURN_DEG = 0.20, 10.0
C6 = np.array([[80.0, 80.0], [80.0, 90.0]])


def build_crystal(scale=1.0):
    """Two rigid AX4 molecules; scale stretches the cell, not the molecules."""
    beta, turn = np.radians([BETA_DEG, TURN_DEG])
    cell = scale * NM * np.array([[A_NM, 0, 0], [0, B_NM, 0],
                                  [C_NM * np.cos(beta), 0, C_NM * np.sin(beta)]])
    corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    molecule = np.vstack([np.zeros(3), corners * BOND_NM * NM / np.sqrt(3)])
    rotation = np.array([[np.cos(turn), -np.sin(turn), 0],
                         [np.sin(turn), np.cos(turn), 0], [0, 0, 1]])
    second = molecule @ rotation.T + 0.5 * cell.sum(axis=0)
    return (cell, np.vstack([molecule, second]), np.repeat([0, 1], 5),
            np.tile([0, 1, 1, 1, 1], 2))


def lattice_points(cell, radius):
    """All lattice vectors with length up to radius, and some beyond it."""
    dual = np.linalg.norm(np.linalg.inv(cell), axis=0)
    ranges = [np.arange(-n, n + 1) for n in np.ceil(radius * dual).astype(int)]
    grid = np.stack(np.meshgrid(*ranges, indexing="ij"), axis=-1).reshape(-1, 3)
    return grid @ cell


def pair_distances(crystal, radius):
    """Yield i, j and all intermolecular distances below radius."""
    cell, xyz, mol, _ = crystal
    span = np.linalg.norm(xyz[:, None] - xyz[None], axis=-1).max()
    shifts = lattice_points(cell, radius + span)
    home = np.all(shifts == 0, axis=1)
    for i in range(len(xyz)):
        for j in range(len(xyz)):
            r = np.sqrt(((xyz[i] - xyz[j] + shifts) ** 2).sum(axis=1))
            keep = r < radius
            if mol[i] == mol[j]:
                keep &= ~home
            yield i, j, r[keep]


def pair_sum(crystal, kernel, weights, radius):
    """Half the double sum of weights * kernel(r), per cell."""
    kind = crystal[3]
    return 0.5 * sum(weights[kind[i], kind[j]] * kernel(r).sum()
                     for i, j, r in pair_distances(crystal, radius))


def short_kernel(r, alpha):
    a = (alpha * r) ** 2
    return np.exp(-a) * (1 + a + a * a / 2) / r ** 6


def long_kernel(r, alpha):
    # The regularized incomplete gamma function avoids cancellation at small r.
    return gammainc(3, (alpha * r) ** 2) / r ** 6


def long_transform(k, alpha):
    b = k / (2 * alpha)
    return np.pi ** 1.5 * alpha ** 3 / 3 * (
        (1 - 2 * b * b) * np.exp(-b * b) + 2 * np.sqrt(np.pi) * b ** 3 * erfc(b))


def ewald_parts(crystal, alpha, s_real=6.0, s_recip=6.0):
    """Real, k=0, other k, self and intramolecular parts of the cell energy."""
    cell, xyz, mol, kind = crystal
    volume = abs(np.linalg.det(cell))
    real = -pair_sum(crystal, lambda r: short_kernel(r, alpha), C6, s_real / alpha)
    k_max = 2 * alpha * s_recip
    k_vec = lattice_points(2 * np.pi * np.linalg.inv(cell).T, k_max)
    k_len = np.linalg.norm(k_vec, axis=1)
    k_vec, k_len = k_vec[k_len <= k_max], k_len[k_len <= k_max]
    structure = np.exp(1j * k_vec @ xyz.T) @ np.eye(2)[kind]
    strength = ((structure @ C6) * structure.conj()).sum(axis=1).real
    terms = -long_transform(k_len, alpha) * strength / (2 * volume)
    zero = k_len == 0
    self_part = alpha ** 6 / 12 * C6[kind, kind].sum()
    intra = 0.0
    for i in range(len(xyz)):
        for j in range(i):
            if mol[i] == mol[j]:
                r = np.linalg.norm(xyz[i] - xyz[j])
                intra += C6[kind[i], kind[j]] * long_kernel(r, alpha)
    return np.array([real, terms[zero].sum(), terms[~zero].sum(), self_part, intra])


def ewald(crystal, alpha, **cutoffs):
    return ewald_parts(crystal, alpha, **cutoffs).sum()


crystal = build_crystal()
cell, xyz, mol, kind = crystal
volume = abs(np.linalg.det(cell))
c6_total = C6[np.ix_(kind, kind)].sum()
c6_trace = C6[kind, kind].sum()
c6_molecule = C6[np.ix_(kind[:5], kind[:5])].sum()
EV_MOL = HARTREE_EV / 2                 # hartree per cell -> eV per molecule

# Kernels against their defining integrals
for r in (0.7, 1.5, 2.5):
    integral = quad(lambda t: 0.5 * t * t * np.exp(-r * r * t), 1.0, np.inf,
                    epsabs=1e-13)[0]
    assert abs(integral / short_kernel(r, 1.0) - 1) < 1e-7
    assert abs((short_kernel(r, 1.0) + long_kernel(r, 1.0)) * r ** 6 - 1) < 1e-12
assert abs(long_kernel(0.01, 1.0) * 6 - 1) < 1e-3
transform_error = 0.0
for k in (0.5, 1.5, 3.0):
    integral = quad(lambda r: r * long_kernel(r, 1.0), 1e-3, np.inf,
                    weight="sin", wvar=k, epsabs=1e-10)[0]
    transform_error = max(transform_error, abs(
        4 * np.pi * integral / k / long_transform(k, 1.0) - 1))
assert transform_error < 1e-6
assert abs(4 * np.pi * quad(lambda r: r * r * long_kernel(r, 1.0), 1e-3, np.inf)[0]
           / long_transform(0.0, 1.0) - 1) < 1e-6

# Poisson identity behind the independence of alpha
alpha = 3.0 / NM
offset = xyz[1] - xyz[7]
images = lattice_points(cell, 7 / alpha + np.linalg.norm(offset))
waves = lattice_points(2 * np.pi * np.linalg.inv(cell).T, 14 * alpha)
left = np.exp(-alpha ** 2 * ((images + offset) ** 2).sum(axis=1)).sum()
right = np.pi ** 1.5 / (alpha ** 3 * volume) * (
    np.exp(-(waves ** 2).sum(axis=1) / (4 * alpha ** 2)) * np.cos(waves @ offset)).sum()
assert abs(left / right - 1) < 1e-10

# Independence of alpha
alphas_nm = [1.5, 2.6, 4.0, 6.0]
parts = [ewald_parts(crystal, value / NM) for value in alphas_nm]
totals = np.array([p.sum() for p in parts])
energy = totals[1]
spread = np.ptp(totals) / abs(energy)
assert spread < 1e-11

# Direct sums from the definition, with the mean tail beyond the cutoff
direct = []
for radius_nm in (1.2, 16.0):
    radius = radius_nm * NM
    raw = -pair_sum(crystal, lambda r: r ** -6.0, C6, radius)
    direct.append((radius_nm, raw, raw - 2 * np.pi * c6_total / (3 * volume * radius ** 3)))
assert abs(direct[1][2] / energy - 1) < 1e-6

# Doubled cell, and uniform scaling of every coordinate at fixed alpha
big_cell = cell * np.array([[2.0], [1.0], [1.0]])
doubled = (big_cell, np.vstack([xyz, xyz + cell[0]]),
           np.concatenate([mol, mol + 2]), np.tile(kind, 2))
assert abs(ewald(doubled, alpha) / (2 * energy) - 1) < 1e-11
stretched = (1.1 * cell, 1.1 * xyz, mol, kind)
assert abs(ewald(stretched, alpha) * 1.1 ** 6 / energy - 1) < 1e-11

# Moving a whole molecule is harmless; moving one atom alone is not
moved = xyz.copy()
moved[5:] += cell[0]
assert abs(ewald((cell, moved, mol, kind), alpha) / energy - 1) < 1e-11
split = xyz.copy()
split[1] -= cell[0]
split_totals = [ewald((cell, split, mol, kind), v / NM) for v in (2.6, 6.0)]
assert abs(split_totals[0] / split_totals[1] - 1) < 1e-11
assert abs(split_totals[0] / energy - 1) > 0.1

# Truncation errors against their leading mean estimates
truncation = []
for s in (2.0, 2.5, 3.0, 3.5):
    real_error = abs(ewald(crystal, alpha, s_real=s) - energy)
    recip_error = abs(ewald(crystal, alpha, s_recip=s) - energy)
    real_guess = np.pi * alpha ** 3 * np.exp(-s * s) * c6_total / (2 * volume * s)
    recip_guess = alpha ** 6 * np.exp(-s * s) * c6_trace / (2 * np.sqrt(np.pi) * s)
    assert real_error < 10 * real_guess and recip_error < 10 * recip_guess
    truncation.append((s, real_error, real_guess, recip_error, recip_guess))

# Sizes of neglected effects, from round inputs
step = 1e-3
larger, smaller = build_crystal(1 + step), build_crystal(1 - step)
slope = (ewald(larger, alpha) - ewald(smaller, alpha)) / (2 * step)
xx_only = np.array([[0.0, 0.0], [0.0, 1.0]])
wall = [pair_sum(c, lambda r: r ** -12.0, xx_only, 2 * NM)
        for c in (smaller, crystal, larger)]
repulsion = -slope / ((wall[2] - wall[0]) / (2 * step)) * wall[1]
C8_RATIO, DAMPING, POLARIZABILITY = 20.0, 1.8, 75.0
eighth = -C8_RATIO * pair_sum(crystal, lambda r: r ** -8.0, C6, 4 * NM)
damping_loss = pair_sum(crystal, lambda r: gammaincc(7, DAMPING * r) / r ** 6, C6, 4 * NM)


def three_body(radius):
    """Axilrod-Teller energy per molecule for molecular centres."""
    points = lattice_points(cell, radius + np.linalg.norm(cell.sum(axis=0)))
    centres = np.vstack([points, points + 0.5 * cell.sum(axis=0)])
    length = np.linalg.norm(centres, axis=1)
    keep = (length > 1e-6) & (length < radius)
    centres, length = centres[keep], length[keep]
    p, q = length[:, None], length[None, :]
    t = np.linalg.norm(centres[:, None] - centres[None], axis=-1)
    np.fill_diagonal(t, np.inf)
    off = np.isfinite(t)
    p, q, t = (np.broadcast_to(x, off.shape)[off] for x in (p, q, t))
    cosines = ((p*p + q*q - t*t) * (p*p + t*t - q*q) * (q*q + t*t - p*p)
               / (8 * (p * q * t) ** 2))
    c9 = 0.75 * POLARIZABILITY * c6_molecule
    return c9 * ((1 + 3 * cosines) / (p * q * t) ** 3).sum() / 6


triple_small, triple = three_body(1.8 * NM), three_body(2.5 * NM)
EXPANSION, TEMPERATURE, EXCITATION_EV = 0.05, 200.0, 10.0
expansion_change = slope / 3 * EXPANSION
thermal = 3 * const.k * TEMPERATURE / const.e
retard = HARTREE_EV / (EXCITATION_EV * const.fine_structure)
retard_share = 2 * np.pi * c6_total / (3 * volume * retard ** 3) / abs(energy)
contact = min(r.min() for i, j, r in pair_distances(crystal, 1.5 * NM)
              if kind[i] == 1 and kind[j] == 1)

print(f"cell a, b, c: {A_NM:.2f}, {B_NM:.2f}, {C_NM:.2f} nm; beta {BETA_DEG:.0f} deg")
print(f"A-X bond {BOND_NM:.2f} nm; second molecule turned {TURN_DEG:.0f} deg about z")
print(f"C6 AA, AX, XX: {C6[0,0]:.0f}, {C6[0,1]:.0f}, {C6[1,1]:.0f} hartree bohr^6")
print(f"molecular C6 (sum over sites): {c6_molecule:.0f} hartree bohr^6")
print(f"cell volume: {volume / NM**3:.5f} nm^3")
print(f"closest intermolecular X-X distance: {contact / NM:.4f} nm")
print(f"largest relative error of transform formula: {transform_error:.1e}")
print("Ewald parts, eV per molecule, cutoff parameter s = 6")
print("alpha(1/nm)  real  k=0  other k  self  intramolecular")
for value, p in zip(alphas_nm, parts):
    print(f"{value:.1f} " + " ".join(f"{x * EV_MOL:.8f}" for x in p))
for value, total in zip(alphas_nm, totals):
    print(f"total at alpha {value:.1f} 1/nm: {total * EV_MOL:.12f} eV/molecule")
print(f"relative spread of totals: {spread:.1e}")
print(f"total in atomic units: {energy / 2:.10f} hartree/molecule")
for radius_nm, raw, corrected in direct:
    print(f"direct, cutoff {radius_nm:.1f} nm: raw {raw*EV_MOL:.9f}, "
          f"with tail {corrected*EV_MOL:.9f} eV/molecule")
    print(f"  relative errors: raw {raw/energy-1:.2e}, with tail {corrected/energy-1:.2e}")
print(f"split molecule, alpha 2.6 and 6.0 1/nm: {split_totals[0]*EV_MOL:.9f}, "
      f"{split_totals[1]*EV_MOL:.9f} eV/molecule")
print("truncation at alpha 3.0 1/nm, eV per molecule")
print("s  real error  real estimate  reciprocal error  reciprocal estimate")
for row in truncation:
    print(f"{row[0]:.1f} " + " ".join(f"{x * EV_MOL:.2e}" for x in row[1:]))
print("Rough sizes of neglected effects, eV per molecule")
print(f"r^-12 repulsion balancing the attraction: {repulsion * EV_MOL:.4f}")
print(f"r^-8 term, C8/C6 = {C8_RATIO:.0f} bohr^2: {eighth * EV_MOL:.4f}")
print(f"Tang-Toennies loss, range {DAMPING:.1f} 1/bohr: {damping_loss * EV_MOL:.6f}")
print(f"three-body, polarizability {POLARIZABILITY:.0f} bohr^3, radius 1.8 nm: "
      f"{triple_small * HARTREE_EV:.5f}")
print(f"three-body, same input, radius 2.5 nm: {triple * HARTREE_EV:.5f}")
print(f"change on {100*EXPANSION:.0f} % volume expansion: {expansion_change*EV_MOL:.4f}")
print(f"3kT, classical potential energy of 6 rigid modes at {TEMPERATURE:.0f} K: {thermal:.4f}")
print(f"retardation length for {EXCITATION_EV:.0f} eV: {retard / NM:.2f} nm")
print(f"share of attraction beyond that length: {retard_share:.1e}")
print("finished without a failed check")
```

Printed output:

```
cell a, b, c: 0.68, 0.70, 0.67 nm; beta 95 deg
A-X bond 0.20 nm; second molecule turned 10 deg about z
C6 AA, AX, XX: 80, 80, 90 hartree bohr^6
molecular C6 (sum over sites): 2160 hartree bohr^6
cell volume: 0.31771 nm^3
closest intermolecular X-X distance: 0.3229 nm
largest relative error of transform formula: 1.0e-08
Ewald parts, eV per molecule, cutoff parameter s = 6
alpha(1/nm)  real  k=0  other k  self  intramolecular
1.5 -0.44051094 -0.02544852 -0.00000000 0.00024956 0.00085157
2.6 -0.35683593 -0.13252836 -0.00008274 0.00676813 0.01782056
4.0 -0.19887450 -0.48257938 -0.01957546 0.08974057 0.14643043
6.0 -0.04000705 -1.62870541 -0.54099437 1.02220122 0.72264727
total at alpha 1.5 1/nm: -0.464858336483 eV/molecule
total at alpha 2.6 1/nm: -0.464858336483 eV/molecule
total at alpha 4.0 1/nm: -0.464858336483 eV/molecule
total at alpha 6.0 1/nm: -0.464858336483 eV/molecule
relative spread of totals: 3.2e-15
total in atomic units: -0.0170832288 hartree/molecule
direct, cutoff 1.2 nm: raw -0.455294163, with tail -0.465141756 eV/molecule
  relative errors: raw -2.06e-02, with tail 6.10e-04
direct, cutoff 16.0 nm: raw -0.464854182, with tail -0.464858336 eV/molecule
  relative errors: raw -8.94e-06, with tail -5.32e-10
split molecule, alpha 2.6 and 6.0 1/nm: -0.900809662, -0.900809662 eV/molecule
truncation at alpha 3.0 1/nm, eV per molecule
s  real error  real estimate  reciprocal error  reciprocal estimate
2.0 5.45e-03 3.16e-03 7.28e-04 4.95e-04
2.5 3.14e-04 2.66e-04 9.16e-07 4.17e-05
3.0 1.43e-05 1.42e-05 5.67e-07 2.22e-06
3.5 5.64e-07 4.71e-07 1.13e-07 7.39e-08
Rough sizes of neglected effects, eV per molecule
r^-12 repulsion balancing the attraction: 0.2115
r^-8 term, C8/C6 = 20 bohr^2: -0.1461
Tang-Toennies loss, range 1.8 1/bohr: 0.010405
three-body, polarizability 75 bohr^3, radius 1.8 nm: 0.01762
three-body, same input, radius 2.5 nm: 0.01791
change on 5 % volume expansion: 0.0593
3kT, classical potential energy of 6 rigid modes at 200 K: 0.0517
retardation length for 10 eV: 19.73 nm
share of attraction beyond that length: 4.8e-06
finished without a failed check
```
